# Shockley's Electron Temperature and the Square-Root Law of Hot-Electron Drift, part 2

Electrons of charge $-e$ and mass $m$, in one isotropic parabolic band, are heated by a uniform field $E$ and cooled by longitudinal acoustic phonons in equilibrium at the lattice temperature $T$. We seek their temperature $T_e=xT$ and drift speed $v_d$. The $z$ axis points along the force $+eE$. Units are SI, with eV and V/cm in the example.

Here $\varepsilon=\hbar^2k^2/2m=mv^2/2$ is the electron energy, $c$ the sound speed, $\Xi$ the deformation potential, $N_q$ the phonon occupation and $l$ the energy-independent mean free path. Scattering is isotropic at the rate $v/l$. The mobility is $\mu=v_d/E$, with low-field value $\mu_0$, and $s=\mu_0E/c$.

The isotropic part of the distribution is assumed Maxwellian, $f_0\propto e^{-\varepsilon/k_BT_e}$. Angle brackets are averages over it: $\langle v\rangle=\sqrt{8k_BT_e/\pi m}$ and $\langle\varepsilon v\rangle=2k_BT_e\langle v\rangle$.

A first derivation equated the supplied power $eEv_d$ to the power $P$ lost per electron,

$$P=\frac{2mc^2}{l}\left(\frac{2k_BT_e\langle v\rangle}{k_BT}-2\langle v\rangle\right)=\frac{4mc^2\langle v\rangle}{l}\,\frac{T_e-T}{T}. \tag{9}$$

This gave

$$x(x-1)=\frac{(eEl)^2}{12\,mc^2k_BT} \tag{10}$$

and Shockley's formula, valid for $mc^2T_e\ll k_BT^2$:

$$\frac{T_e}{T}=\frac12\left[1+\sqrt{1+\frac{3\pi}{8}s^2}\right],\qquad v_d=\mu_0E\sqrt{\frac{T}{T_e}}. \tag{1}$$

It also gave, the first for $s\gg1$,

$$v_d=\frac{\mu_0E}{\sqrt x}\to\left(\frac{32}{3\pi}\right)^{1/4}\mu_0E\sqrt{\frac{c}{\mu_0E}}
=1.357\sqrt{\mu_0cE}, \tag{12}$$

$$\frac{mv_d^2}{k_BT_e}=\frac{32}{3\pi}\,\frac{mc^2}{k_BT}\,\frac{x-1}{x}. \tag{14}$$

The table's "exponent" is $d\ln v_d/d\ln E=x/(2x-1)$.

A second derivation treats the energy as a random walk of small steps, $eEl\ll\varepsilon$. Phonons and field have the energy diffusion coefficients

$$D(\varepsilon)=\frac12\,\frac vl\,\hbar^2c^2\cdot2k^2=\frac{2mc^2\varepsilon v}{l}, \tag{15}$$

$$D_F(\varepsilon)=\frac{(eE)^2vl}{3}. \tag{16}$$

With density of states $g\propto\sqrt\varepsilon$, distribution $f$ and $\int gf\,d\varepsilon=1$, let $J(\varepsilon)$ be the fraction of electrons crossing $\varepsilon$ upwards per unit time. Its phonon part, obtained from detailed balance, and its field part are

$$J_{\rm ph}=-gD\left(\frac{f}{k_BT}+\frac{\partial f}{\partial\varepsilon}\right), \tag{18}$$

$$J_F=-gD_F\frac{\partial f}{\partial\varepsilon}. \tag{19}$$

The silicon example has $T=40$ K, $\mu_0=5\times10^4$ cm²/Vs, $c=9$ km/s and $E=40$ V/cm.

### The closed formula again

The number of electrons is conserved, so $\partial(gf)/\partial t=-\partial J/\partial\varepsilon$. The mean energy changes at the rate

$$\frac{d\langle\varepsilon\rangle}{dt}=-\int_0^\infty\varepsilon\frac{\partial J}{\partial\varepsilon}\,d\varepsilon=\int_0^\infty J\,d\varepsilon,$$

after integration by parts; $\varepsilon J$ vanishes at both ends. For the Maxwellian, $\partial f/\partial\varepsilon=-f/k_BT_e$. In the steady state the integral of $J_{\rm ph}+J_F$ is zero:

$$\langle D\rangle\left(\frac1{k_BT}-\frac1{k_BT_e}\right)=\frac{\langle D_F\rangle}{k_BT_e}
\quad\Rightarrow\quad\langle D\rangle(x-1)=\langle D_F\rangle. \tag{20}$$

The averages are $\langle D\rangle=4mc^2k_BT_e\langle v\rangle/l$ and $\langle D_F\rangle=(eE)^2l\langle v\rangle/3$. Thus

$$k_BT_e(x-1)=\frac{(eEl)^2}{12mc^2}. \tag{21}$$

Division by $k_BT$ gives the earlier balance in terms of $l$. The mobility comes from the same flux. The power supplied by the field is $\int J_Fd\varepsilon=\langle D_F\rangle/k_BT_e$, and it must equal $eEv_d$, so

$$v_d=\frac{\langle D_F\rangle}{eEk_BT_e}=\frac{eEl\langle v\rangle}{3k_BT_e}.$$

This is an Einstein relation, with the spatial diffusion coefficient $\langle vl\rangle/3$ and the temperature $T_e$. With $\langle v\rangle$ inserted, $\mu=4el/(3\sqrt{2\pi mk_BT_e})$. Hence $\mu=\mu_0/\sqrt x$ and $(eEl)^2=(9\pi/8)mk_BT\mu_0^2E^2$. Equation (21) becomes $x(x-1)=(3\pi/32)s^2$, whose positive root is Shockley's formula. For $s\gg1$, $x\to\sqrt{3\pi/32}\,s$ and $v_d\to(32/3\pi)^{1/4}\sqrt{\mu_0cE}$, as before.

### What the Maxwellian hides

Equation (20) makes the integral of the flux vanish, not the flux itself. From (15) and (16),

$$\frac{D_F}{D}=\frac{\varepsilon_F}{\varepsilon},\qquad\varepsilon_F=\frac{(eEl)^2}{6mc^2}=2x(x-1)k_BT=\frac{3\pi}{16}s^2k_BT. \tag{22}$$

For the Maxwellian the total flux is

$$J=\frac{gf}{k_BT_e}\left[D_F-(x-1)D\right],$$

which is positive for $\varepsilon<\varepsilon_F/(x-1)=2k_BT_e$ and negative above. Field and phonons drive electrons towards $2k_BT_e$ from both sides. Electron-electron collisions must spread them out again for the Maxwellian to persist.

Without such collisions the steady state has $J=0$ at each energy. Setting the sum of (18) and (19) to zero gives

$$\frac{1}{f}\frac{df}{d\varepsilon}=-\frac{1}{k_BT}\frac{D}{D+D_F}=-\frac1{k_BT}\left(1-\frac{\varepsilon_F}{\varepsilon+\varepsilon_F}\right),$$

$$f\propto\left(1+\frac{\varepsilon}{\varepsilon_F}\right)^{\varepsilon_F/k_BT}e^{-\varepsilon/k_BT}. \tag{23}$$

This is the Davydov distribution. In the hot limit typical energies are small against $\varepsilon_F$. Expansion of the logarithm of (23) cancels the linear terms and leaves $f\propto e^{-\varepsilon^2/2\alpha}$ with $\alpha=k_BT\varepsilon_F$, so its tail falls faster than a Maxwellian's.

For any $f$, equating $eEv_d$ to $\int J_Fd\varepsilon$ and integrating by parts with $gv\propto\varepsilon$ gives

$$v_d=\frac{eEl}{3}\sqrt{\frac2m}\,\frac{\int_0^\infty f\,d\varepsilon}{\int_0^\infty\sqrt\varepsilon f\,d\varepsilon}. \tag{24}$$

For the hot Davydov distribution the substitution $t=\varepsilon^2/2\alpha$ turns the ratio of integrals into $\sqrt\pi/[\Gamma(3/4)(2\alpha)^{1/4}]$. For the Maxwellian the ratio is $2/\sqrt{\pi k_BT_e}$, and (22) with $x\gg1$ gives $(k_BT_e)^2=\alpha/2$. Therefore

$$\frac{v_d^{\rm Davydov}}{v_d^{\rm Shockley}}\to\frac{\pi}{2\sqrt2\,\Gamma(3/4)}=0.906. \tag{25}$$

Since $\alpha\propto E^2$, the drift still varies as $\sqrt E$. The exponent does not depend on which of these two shapes is used; the prefactor does.

A Monte Carlo simulation with free flights and inelastic phonon collisions, but no electron-electron collisions, was run at $s=6$ and $mc^2/k_BT=0.0036$. It gave a mean energy of $5.68\,k_BT$ and a drift 0.907 times Shockley's. The Davydov values are $5.71\,k_BT$ and 0.910. Shockley's mean energy, $5.69\,k_BT$, is nearly the same, so here the drift is what separates the two shapes.

### What each derivation assumes

Both derivations need equilibrium phonons, dilute electrons, one isotropic band, small drift, and a Maxwellian imposed from outside. They use these differently.

The power balance counts emitted and absorbed phonons. It must keep the order at which these nearly cancel, but it does not use detailed balance. With a phonon population out of equilibrium the same count could be made with another $N_q$. The random walk needs the phonon step at leading order alone, and gets the energy drift from detailed balance. It would have to be rebuilt if the phonons had no common temperature. In return it gives the flux at each energy, and so shows what the Maxwellian requires.

The small-step condition and the small-drift condition are one condition. From (21),

$$\left(\frac{eEl}{k_BT_e}\right)^2=12\,\frac{mc^2}{k_BT}\,\frac{x-1}{x},$$

which has the same form as the ratio $mv_d^2/k_BT_e$, with 12 in place of $32/3\pi$.

Electron-electron collisions have to be fast against energy loss and slow against momentum loss. If they dominate momentum exchange too, the distribution becomes a displaced Maxwellian, $f_0(1+mv_zv_d/k_BT_e)$. The momentum loss per electron is then

$$\frac{m^2v_d}{k_BT_e}\frac{\langle v_z^2v\rangle}{l}=\frac{m^2v_d\langle v^3\rangle}{3lk_BT_e}=\frac{4m\langle v\rangle v_d}{3l},$$

by $\langle v^3\rangle=4k_BT_e\langle v\rangle/m$. Equated to the force $eE$, it gives $v_d=3eEl/(4m\langle v\rangle)$. The balance $eEv_d=4mc^2\langle v\rangle(x-1)/l$ becomes $3(eEl)^2=16m^2c^2\langle v\rangle^2(x-1)$. With $\langle v\rangle^2=8k_BT_e/\pi m$ this is $x(x-1)=3\pi(eEl)^2/(128mc^2k_BT)$. The low-field mobility of this distribution obeys $(eEl)^2=(128/9\pi)mk_BT\mu_0^2E^2$, so

$$x(x-1)=\tfrac13s^2. \tag{26}$$

The coefficient rises from 0.295 to 0.333 when each case is expressed through its own $\mu_0$.

### The silicon example under its own conditions

The example has $T=40$ K, $\mu_0=5\times10^4$ cm²/Vs, $c=9$ km/s and $E=40$ V/cm, for which the formula gives 72 K and $1.49\times10^6$ cm/s. With the conductivity mass $m_c=0.258$ electron masses, $mc^2/k_BT=0.035$ and $l=0.67$ µm. The drift ratio $mv_d^2/k_BT_e$ is 0.05. The field supplies 2.7 meV over one mean free path, against $k_BT_e=6.2$ meV, so the steps are only moderately small. At $\varepsilon=2k_BT_e$ the largest phonon energy equals $k_BT$, yet Bose occupation and exact kinematics, at the same $\mu_0$, move $T_e$ by less than 1 K.

Mass anisotropy matters more. In a valley with masses 0.92, 0.19 and 0.19, the mobility averaged over valleys contains the harmonic mean $m_c$. The phonon step contains $\langle\hbar^2k^2\rangle=2m_a\varepsilon$, where $m_a=0.433$ is the arithmetic mean. If $\Xi$ and $c$ are isotropic, the loss at given $\mu_0$ grows by $m_a/m_c=1.68$. Then $s^2$ is replaced by $s^2m_c/m_a$, and $T_e$ falls from 72 to 62 K. This single temperature applies to a field along $\langle111\rangle$, which treats all valleys alike. Along $\langle100\rangle$ the valleys heat differently, and electrons gather in the colder ones, whose mass along the field is larger; this lowers the drift. Transverse acoustic phonons, which also scatter electrons in such valleys, are left out.

Intervalley phonons were sized with constant couplings of $10^9$ eV/cm at 60 meV and $10^8$ eV/cm at 20 meV, one final valley each. These are rough values. For the Maxwellian at Shockley's $T_e$, their energy loss is 0.46 of the acoustic loss at 5 V/cm, 0.66 at 20 V/cm, 1.2 at 40 V/cm and 19 at 160 V/cm. These ratios are relative to the isotropic acoustic loss with mass $m_c$, and they depend strongly on the couplings. A commonly used six-phonon set for silicon has g phonons at 12, 18.5 and 62 meV with 0.5, 0.8 and $11\times10^8$ eV/cm and one final valley, and f phonons at 19, 47 and 59 meV with 0.3, 2 and $2\times10^8$ eV/cm and four final valleys. It gives 1.2, 1.5, 2.3 and 30. The acoustic model is therefore incomplete for energy loss even near equilibrium, and it fails well before the square-root regime.

The two corrections can be combined. At a fixed $T_e$ the required $E^2$ grows in proportion to the total loss, provided that the mobility at that $T_e$ is unchanged. The formula's 51 K, found at 20 V/cm, then needs $20\sqrt{1.68+0.66}\simeq31$ V/cm. Its 72 K needs $40\sqrt{1.68+1.19}\simeq68$ V/cm. Linear interpolation to 40 V/cm gives about 57 K. With the six-phonon couplings the same balance gives about 53 K, so the corrected temperature is uncertain by several kelvin.

The Maxwellian itself is doubtful at low density. For $10^{13}$ electrons and as many ions per cm³, the Coulomb rate at energy $2k_BT_e$, estimated from Rutherford scattering by fixed ions, is 0.11 of the energy relaxation rate. Fixed ions are a stand-in for electron-electron collisions here, so the ratio is good only to a factor of a few. The Davydov distribution is then the better guide within the acoustic model, with a drift 8% below Shockley's. At the same energy the ions add about 1% to momentum relaxation, but they scatter slower electrons more strongly. Averaged over the Maxwellian, with Debye screening, they lower the mobility by about 5% at $T_e=72$ K and about 10% at 40 K. If the electrons come from phosphorus donors without compensation, most donors are still neutral at 40 K, about eight for each ion; a simple estimate of their scattering lowers the mobility by about another 1%. Degeneracy is negligible, with a density near $10^{-5}$ of the band's effective density of states.

Set beside real silicon, these parameters describe pure bulk material at low temperature, with a mobility that is only roughly typical. Of the assumptions examined here, the one that most affects $T_e$ at 40 V/cm is that acoustic phonons in an isotropic band take all the energy. For a Maxwellian and a field along $\langle111\rangle$, correcting it by the estimate above lowers $T_e$ at 40 V/cm from 72 to about 57 K (about 53 K with the six-phonon couplings) and raises the drift velocity from $1.5\times10^6$ to about $1.7\times10^6$ cm/s. At densities too low to maintain the Maxwellian, the corrected drift is roughly a tenth smaller, which cancels most of that rise. A transistor channel at room temperature lies much further away. With the same couplings, and $l$ scaled as $1/T$, the intervalley loss at 300 K and $T_e=330$ K is about 60 times the acoustic loss, or about 90 times with the six-phonon couplings. Shockley's formula should not be used there to find the electron temperature. The remaining values, including the field dependence, are in the numerical output below.

## Table of computed values

```
TESTS (scaled units)
largest relative error of Te, golden rule vs formula: 1.6e-04
coefficient 3 pi/32: 0.2945; displaced Maxwellian: 0.3331
hot-limit prefactor of sqrt(mu0 c E): 1.3574
Monte Carlo at s = 6, m c^2/kT = 0.0036:
  mean energy/kT: Monte Carlo 5.68, Davydov 5.71, Shockley 5.69
  drift/Shockley drift: Monte Carlo 0.907, Davydov 0.910
hot-limit Davydov/Shockley drift: 0.906
hot-limit Davydov/Shockley mean energy: 0.986
SILICON EXAMPLE, inputs
T = 40 K, mu0 = 50000 cm2/Vs, c = 9.0 km/s, density = 2.33 g/cm3
valley masses 0.92, 0.19; conductivity mass 0.258 m0
mean free path: 669 nm; implied Xi: 11.8 eV
m c^2/kT: 0.0345; field c/mu0: 18.0 V/cm
E (V/cm)   s      Te (K)  v_d (1e6 cm/s)  exponent  intervalley/acoustic loss
     5   0.278     40.9       0.247         0.979      4.63e-01
    10   0.556     43.4       0.480         0.928      5.07e-01
    20   1.111     51.3       0.883         0.819      6.56e-01
    40   2.222     72.2       1.488         0.691      1.19e+00
    80   4.444    118.5       2.324         0.601      4.87e+00
   160   8.889    214.0       3.459         0.552      1.93e+01
DETAIL at E = 40 V/cm
Te/T = 1.806, Te = 72.2 K, k Te = 6.22 meV
mobility: 37211 cm2/Vs; drift velocity: 1.488e+06 cm/s
hot-limit drift velocity: 1.821e+06 cm/s
power per electron: 5.95e+07 eV/s
m v_d^2/(k Te): 0.052
NEGLECTED EFFECTS at this field
largest phonon energy at 2 k Te, over kT: 1.00
Te with Bose phonons and exact kinematics: 72.0 K
arithmetic mean mass: 0.433 m0; Te with anisotropy: 62.3 K
Davydov/Shockley drift: 0.921; mean energy: 1.020
intervalley phonon: 60 meV, coupling 1e+09 eV/cm
intervalley phonon: 20 meV, coupling 1e+08 eV/cm
intervalley/acoustic loss at 300 K, Te = 330 K: 61.4
electron and ion density: 1e+13 cm^-3; n/Nc: 7.5e-06
ion/phonon momentum relaxation rate: 0.008
Coulomb rate/energy relaxation rate: 0.11
field energy per mean free path: 2.68 meV
```
